# The CCSD[T] triples correction and its MP4 limit

For a canonical Hartree-Fock reference with real orbitals and a positive gap, the CCSD[T] correction to the CCSD energy is

$$E_{[T]}=\frac1{36}\sum_{ijkabc}\frac{\left(W_{ijk}^{abc}\right)^2}{D_{ijk}^{abc}}\le 0,\qquad W_{ijk}^{abc}=\langle\Phi_{ijk}^{abc}|VT_2|0\rangle ,$$

where $T_2$ holds the converged CCSD doubles amplitudes and

$$D_{ijk}^{abc}=\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c .$$

If the converged amplitudes are replaced by the first-order (MP1) amplitudes $\langle ij||ab\rangle/D_{ij}^{ab}$, with $D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b$, the same expression is the triples part of the fourth-order Møller-Plesset energy, MP4.

Here $i,j,k,m$ label occupied and $a,b,c,e$ virtual spin orbitals, and $|0\rangle$ is the Hartree-Fock determinant. The same letters denote annihilation operators, so that $|\Phi_{ijk}^{abc}\rangle=a^\dagger b^\dagger c^\dagger kji|0\rangle$ and $|\Phi_{ij}^{ab}\rangle=a^\dagger b^\dagger ji|0\rangle$. Sums are unrestricted, and

$$T_2=\tfrac14\sum t_{ij}^{ab}\,a^\dagger b^\dagger ji,\qquad T_3=\tfrac1{36}\sum t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger kji .$$

The amplitudes change sign when two upper or two lower indices are exchanged. The factors $1/(2!)^2$ and $1/(3!)^2$ cancel the repeated counting of each excitation.

The Hamiltonian, normal-ordered with respect to $|0\rangle$, is

$$H=E_{\rm HF}+F_N+V,\quad F_N=\sum_p\varepsilon_p\{p^\dagger p\},\quad V=\tfrac14\sum_{pqrs}\langle pq||rs\rangle\{p^\dagger q^\dagger sr\}.$$

Braces mean that operators which annihilate $|0\rangle$ stand on the right, with the sign of the permutation. The whole one-body part is the Fock operator, which is diagonal in canonical orbitals. Hence $V$ has no one-body part: $\langle0|V|0\rangle=0$ and $\langle\Phi_i^a|V|0\rangle=0$. To count orders, $V$ is multiplied by a strength $\lambda$, which is finally set to one.

The coupled-cluster equations are $\langle\Phi_\mu|e^{-T}He^{T}|0\rangle=0$ for each excitation $\mu$ in $T$. Excitation operators commute with one another, and $[F_N,a^\dagger b^\dagger c^\dagger kji]=-D_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger kji$, with the analogous relation for other ranks. The commutator $[F_N,T]$ is therefore itself an excitation operator, and its further commutators with $T$ vanish. The equations become

$$D_\mu t_\mu=\lambda\langle\Phi_\mu|V+[V,T]+\tfrac12[[V,T],T]+\cdots|0\rangle .$$

For doubles the first term on the right is $\lambda\langle ij||ab\rangle$, so $T_2$ begins at first order. For singles that term is zero and the first contribution is $\lambda[V,T_2]$, so $T_1$ begins at second order.

For triples, $V|0\rangle$ contributes nothing, since it contains double excitations alone. The commutator $[V,T_1]$ also drops out: to reach a triple from $T_1$, $V$ must raise the excitation rank by two, and that part of $V$ commutes with $T_1$. The term $\lambda[V,T_2]$ is of second order. The remaining terms, such as $\lambda[V,T_3]$ and $\tfrac12\lambda[[V,T_2],T_2]$, are of third order or higher. In the commutator, $T_2V|0\rangle$ contains quadruple excitations and has no triples component. With $\lambda=1$ the leading equation is

$$D_{ijk}^{abc}\,t_{ijk}^{abc}=\langle\Phi_{ijk}^{abc}|VT_2|0\rangle=W_{ijk}^{abc}.$$

These are called second-order triples because $V$ acts once on a $T_2$ that begins at first order. A converged $T_2$ brings higher orders with it.

To evaluate $W$, one needs the parts of $V$ that raise the rank by one. The first has one virtual annihilator $e$. The two placements of $e$ and $i$ in $V$ give equal terms, which turns $\tfrac14$ into $\tfrac12$:

$$V_p=\tfrac12\sum\langle bc||ei\rangle\,b^\dagger c^\dagger ie .$$

Moving $e$ to the right through $T_2$ uses

$$e\,a^\dagger e'^\dagger=\delta_{ea}e'^\dagger-\delta_{ee'}a^\dagger+a^\dagger e'^\dagger e .$$

The last term vanishes on the reference. The first two are equal after summation with the antisymmetric amplitudes, so

$$eT_2|0\rangle=-\tfrac12\sum_{jka}t_{jk}^{ae}\,a^\dagger kj|0\rangle .$$

It follows that

$$V_pT_2|0\rangle=-\tfrac14\sum\langle bc||ei\rangle t_{jk}^{ae}\,b^\dagger c^\dagger i\,a^\dagger kj|0\rangle .$$

Exchanging $i$ and $a^\dagger$ changes the sign. Moving $a^\dagger$ past $b^\dagger c^\dagger$, and $i$ past $kj$, changes no sign. The operator string becomes $+\tfrac14\,a^\dagger b^\dagger c^\dagger kji$. For real orbitals $\langle bc||ei\rangle=\langle ei||bc\rangle$.

The second part of $V$ has one occupied creator $m^\dagger$, which annihilates the reference and must stand on the right:

$$V_h=\tfrac12\sum\langle ma||jk\rangle\{m^\dagger a^\dagger kj\}=-\tfrac12\sum\langle ma||jk\rangle\,a^\dagger kj\,m^\dagger .$$

The minus sign comes from passing three operators. When $m^\dagger$ acts on $T_2|0\rangle$, it passes the two virtual creators without a sign change and can remove either occupied annihilator. The two results are equal by antisymmetry:

$$m^\dagger T_2|0\rangle=\tfrac12\sum_{ibc}t_{im}^{bc}\,b^\dagger c^\dagger i|0\rangle .$$

The pair $kj$ then passes $b^\dagger c^\dagger$ without a sign, and

$$V_hT_2|0\rangle=-\tfrac14\sum\langle ma||jk\rangle t_{im}^{bc}\,a^\dagger b^\dagger c^\dagger kji|0\rangle .$$

Both coefficients are antisymmetric in $j,k$ and in $b,c$. Of the 36 index permutations that describe one triple, groups of four are equal and cancel the factor $\tfrac14$. Nine distinct terms remain:

$$W_{ijk}^{abc}=P(i/jk)P(a/bc)\left[\sum_e t_{jk}^{ae}\langle ei||bc\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\right],$$

with $P(i/jk)f(ijk)=f(ijk)-f(jik)-f(kji)$ and the same rule for $P(a/bc)$. In the first term a pair excitation is followed by scattering of a particle that creates another particle-hole pair. In the second, a hole is scattered.

The energy effect of these triples follows from comparing CCSDT, which includes $T_3$, with CCSD. For a Hartree-Fock reference,

$$E-E_{\rm HF}=\frac{\lambda}{4}\sum_{ijab}\langle ij||ab\rangle\left(t_{ij}^{ab}+t_i^at_j^b-t_i^bt_j^a\right).$$

$T_3$ is absent because $V$ lowers the excitation rank by at most two. Triples act on the energy by changing the lower amplitudes. In the doubles equation the new term of lowest order gives

$$D_{ij}^{ab}\,\delta t_{ij}^{ab}=\lambda\langle\Phi_{ij}^{ab}|VT_3|0\rangle ,$$

which is of third order. The other half of the commutator, $T_3V|0\rangle$, has no doubles component. Triples also change $T_1$ at third order. This change and $\delta T_2$ itself feed back into the doubles equation through another $V$, at fourth order in the amplitudes and hence at fifth order in the energy. The product of singles amplitudes changes the energy at sixth order. The leading energy change, again with $\lambda=1$, is therefore

$$\Delta E=\tfrac14\sum\langle ij||ab\rangle\frac{\langle\Phi_{ij}^{ab}|VT_3|0\rangle}{D_{ij}^{ab}}=\langle0|T_2^{(1)\dagger}VT_3|0\rangle ,$$

where $T_2^{(1)}$ contains the MP1 amplitudes. All quantities are real, so $\langle0|T_2^{(1)\dagger}V|\Phi_{ijk}^{abc}\rangle$ is the numerator $W^{(1)}$ built with $T_2^{(1)}$. Inserting $T_3$ with its factor $1/36$ gives

$$E_{\rm mixed}=\frac1{36}\sum_{ijkabc}\frac{W^{(1)}W}{D_{ijk}^{abc}} .$$

One factor uses MP1 amplitudes and the other uses converged ones. The order count fixes only the fourth-order part of this expression, in which both factors contain MP1 amplitudes. CCSD[T] is defined by using converged amplitudes in both places,

$$E_{[T]}=\langle0|T_2^\dagger VT_3|0\rangle=\frac1{36}\sum_{ijkabc}\frac{W^2}{D_{ijk}^{abc}} .$$

The step is a choice consistent with the accuracy of the derivation. Since $T_2-T_2^{(1)}$ begins at second order, $W-W^{(1)}$ begins at third order when the explicit $V$ is counted, while $W$ begins at second order. The change $\frac1{36}\sum(W-W^{(1)})W/D$ is thus of fifth order or higher, where other contributions have already been dropped.

The choice also fixes the sign. If the gap between the highest occupied and lowest virtual levels is $\Delta>0$, pairing each occupied energy with a virtual one gives $D_{ijk}^{abc}\le-3\Delta$. Every term of $E_{[T]}$ is then zero or negative, whereas a product $W^{(1)}W$ need not be positive. A negative correction does not make the CCSD[T] energy a bound on the exact energy, because the derivation does not determine the sign of the neglected terms.

For the MP4 limit, let $R=\sum_{\mu\ne0}|\Phi_\mu\rangle\langle\Phi_\mu|/D_\mu$, with each determinant counted once. Rayleigh-Schrödinger theory with zeroth-order operator $E_{\rm HF}+F_N$ has $E_1=\langle0|V|0\rangle=0$ and

$$\Psi_1=RV|0\rangle=T_2^{(1)}|0\rangle,\quad \Psi_2=RV\Psi_1,\quad \Psi_3=R(V\Psi_2-E_2\Psi_1).$$

The fourth-order energy is $E_4=\langle0|V|\Psi_3\rangle$. Using $\langle0|VR=\langle\Psi_1|$,

$$E_4=\langle\Psi_1|VRV|\Psi_1\rangle-E_2\langle\Psi_1|\Psi_1\rangle .$$

Triple excitations enter through the middle $R$ alone, since $\Psi_1$ contains doubles and $E_2=\langle0|V|\Psi_1\rangle$. Their contribution is

$$E_{\rm T}^{(4)}=\frac1{36}\sum_{ijkabc}\frac{\langle\Phi_{ijk}^{abc}|VT_2^{(1)}|0\rangle^2}{D_{ijk}^{abc}} .$$

This is $E_{[T]}$ with $T_2$ replaced by $T_2^{(1)}$, with the same numerator, denominator and prefactor. For converged amplitudes at weak coupling,

$$E_{[T]}(\lambda)=\lambda^4E_{\rm T}^{(4)}+O(\lambda^5).$$

The assumptions matter at identifiable places. With non-canonical orbitals, $F_N$ couples different triples, and division by $D$ no longer solves their equation. If the reference does not satisfy the Hartree-Fock condition, $V$ acquires a one-body part with occupied-virtual elements $f_{ia}$. Then $T_2V|0\rangle$ has a triples component and cannot be dropped: it cancels the product of a single and a double excitation in $VT_2|0\rangle$, so the numerator must be taken from the commutator $[V,T_2]$. The energy count also changes. With $f_{ia}$ counted as first order, the energy gains a term $\sum f_{ia}t_i^a$, through which the third-order change of $T_1$ enters at fourth order, and the de-excitation part of the one-body term acting on $T_3$ adds a third-order term to $\delta t_{ij}^{ab}$. The sum of squares is then no longer the whole leading triples correction. If some $D$ approaches zero while its $W$ does not, that term diverges and the perturbative treatment of $T_3$ fails.

A finite example shows the sizes involved. Six electrons occupy an open chain of six sites. The one-electron matrix elements are $-0.10\,E_h$ between first neighbours and $-0.03\,E_h$ between second neighbours. Two electrons repel each other by $0.20\,E_h$ on the same site and by $0.08\,E_h$ on adjacent sites. The site energies are $(-0.10,0,0,0.05,0,0)\,E_h$, each lowered by $0.08\,E_h$ per adjacent site to represent a neutralizing background.

Iterating the restricted Hartree-Fock equations gives the orbital energies

$$(-0.176747,-0.080851,0.044157,0.190193,0.252285,0.285125)\,E_h .$$

The first three levels are doubly occupied and the gap is $0.146\,E_h$. Three up-spin and three down-spin electrons give $20^2=400$ determinants. In this space the CCSD and CCSDT equations were solved by iteration, and the exact energy was found by diagonalization.

Consider the triple that takes up-spin electrons from levels 2 and 3 to levels 5 and 6, and a down-spin electron from level 3 to level 5. Its denominator is

$$D=-0.080851+2(0.044157)-2(0.252285)-0.285125=-0.78223\,E_h .$$

With converged CCSD amplitudes, the particle and hole parts of the numerator add to

$$W=(-2.90251+0.39515)\times10^{-3}\,E_h=-2.50736\times10^{-3}\,E_h .$$

The overall sign of $W$ depends on the arbitrary signs of the orbitals; $W^2$ does not.

The triples amplitude is $W/D=0.00321$, and the energy contribution is

$$\frac{W^2}{D}=\frac{(2.50736\times10^{-3})^2}{-0.78223}\,E_h=-8.04\times10^{-6}\,E_h .$$

No single triple contributes more in magnitude, yet this is less than 4% of the sum over all 164 distinct spin-conserving triples. The correction in this model is a collection of many small terms. For this triple, MP1 amplitudes give $-7.87\times10^{-6}\,E_h$, a difference of about 2%.

The sums, in units of $10^{-3}\,E_h$, are

$$E_{\rm T}^{(4)}=-0.1797,\qquad E_{\rm mixed}=-0.1911,\qquad E_{[T]}=-0.2103 .$$

In electronvolts the first is $-0.00489$ and the last $-0.00572$. The first can also be obtained without the triples formula. Fourth-order Rayleigh-Schrödinger theory gives $-1.0112$ in the full determinant space and $-0.8315$ when triply excited determinants are removed; the difference is $-0.1797$.

Converged amplitudes thus enlarge the triples energy by 17% relative to MP4. Over the same replacement, the sum of squared doubles amplitudes, each excitation counted once, rises from 0.0323 to 0.0463, or by 44%. If all amplitudes had grown by a common factor, $E_{[T]}$ would have grown by the same 44%, because it is quadratic in $T_2$. Convergence therefore changes the pattern of the amplitudes as well as their overall size.

The correlation energies, in the same units, are $-19.2670$ for CCSD, $-19.4773$ for CCSD[T], $-19.4942$ for CCSDT and $-19.5055$ exactly. The change from CCSD to CCSDT, taken from the unrounded energies, is $-0.2271$. CCSD[T] recovers 93% of it, and the MP4 triples amount to 79%. These percentages belong to this model; the order count does not predict them at full coupling.

The approach to the MP4 limit appears when $V$ is replaced by $\lambda V$ with the orbitals and their energies held fixed, and the coupled-cluster equations are solved again. The two ratios below compare $E_{[T]}$ and the CCSDT-CCSD difference with the MP4 triples energy.

| $\lambda$ | $E_{[T]}/(\lambda^4E_{\rm T}^{(4)})$ | $(E_{\rm CCSDT}-E_{\rm CCSD})/(\lambda^4E_{\rm T}^{(4)})$ |
|---|---|---|
| 0.010 | 1.00029 | 1.00125 |
| 0.005 | 1.00014 | 1.00062 |

Both deviations from one fall by about half when $\lambda$ is halved, as expected for corrections that begin at fifth order. For $E_{[T]}$ the slope of the deviation is about $0.00014/0.005\approx0.03$. Continued linearly to $\lambda=1$, it would give an excess of 3%, while the actual excess is 17%. Most of the difference between CCSD[T] and MP4 triples in this model therefore comes from beyond fifth order, through the higher-order content of the converged $T_2$.

Numerical values quoted here were computed with a short program.
